Why identical electrodes do not guarantee an unbiased ferroelectric capacitor

A hafnia-based memory capacitor is made with the same metal on both sides. Its hysteresis loop is nevertheless displaced along the voltage axis, and one stored state is held less firmly than the other. If the two work functions are equal, where can the bias come from?

Equal work functions fix the total potential drop between the electrodes. They do not fix how that drop is divided inside. Charge in the film can leave a field across the layer that switches, balanced by an opposite drop across thin layers that do not switch. The following capacitor shows this.

**A capacitor with equal electrodes and a shifted loop**

Let x run from the driven electrode, at x = 0, to the grounded one, at x = L. Field E, displacement D and polarization P are positive along x, and V is the voltage of the driven electrode. Let W_d and W_g be the work functions of the driven and grounded electrodes against the film, contact dipoles included. The Fermi energy of each electrode is −eφ − W, where φ is the electrostatic potential at the film's edge. A voltmeter reads the difference of Fermi energies, which is −eV, so

∫₀ᴸ E dx = φ(0) − φ(L) = V − (W_d − W_g)/e.

For identical electrodes the right side is V. At short circuit the total drop is zero, whatever charge lies between the metals, provided the contact dipoles do not change with the charge on the electrodes. This holds for metals that screen at their surface; a finite screening length is treated near the end.

The stack has three layers: interface layer 1 (thickness t₁, permittivity ε₁), the ferroelectric (t_f, ε_f), and interface layer 2 (t₂, ε₂). Permittivities are absolute, and ε_f excludes the switching polarization. Define the inverse capacitances per area

c₁ = t₁/ε₁,  c₂ = t₂/ε₂,  c_f = t_f/ε_f.

Fixed sheet charges Q₁ and Q₂ lie at the driven-side and grounded-side boundaries of the ferroelectric. They do not change during a voltage sweep. Each sheet raises D by its own charge, so if D_f is the displacement in the ferroelectric, the interface layers carry D_f − Q₁ and D_f + Q₂. Adding the three drops gives

V = c₁(D_f − Q₁) + t_f E_f + c₂(D_f + Q₂).

Insert D_f = ε_f E_f + P and collect terms:

V = [t_f + (c₁ + c₂)ε_f] E_f + (c₁ + c₂)P + Q₂c₂ − Q₁c₁.

Since ε_f = t_f/c_f, the bracket equals t_f(c_f + c₁ + c₂)/c_f. With

a = c_f/(c₁ + c₂ + c_f),  V_c = Q₂c₂ − Q₁c₁,

this becomes

V = t_f E_f/a + (c₁ + c₂)P + V_c.  (1)

The number a is the share of an applied voltage that falls across the ferroelectric.

Take P to be uniform, equal to +P_r or −P_r, and to reverse when the field in the ferroelectric reaches the switching field E_c against it. Upward switching starts from P = −P_r at E_f = +E_c; downward switching starts from P = +P_r at E_f = −E_c. Equation (1) then gives

V_up = V_c + [t_f E_c/a − (c₁ + c₂)P_r],
V_down = V_c − [t_f E_c/a − (c₁ + c₂)P_r].

The bracket is the half-width of the loop, and V_c is its centre. The bracket must be positive for this loop to exist.

For numbers, take two interface layers of 0.5 nm with relative permittivity 40, and a 9 nm ferroelectric with relative permittivity 30, P_r = 20 µC/cm² and E_c = 1.5 MV/cm. Doubly charged donors, 1×10¹³ cm⁻² on the driven side and 4×10¹³ cm⁻² on the grounded side, give Q₁ = 3.204 and Q₂ = 12.817 µC/cm². Then c₁ = c₂ = 1.412 V m²/C and a = 0.923. The charge difference is 0.0961 C/m², so

V_c = 0.0961 × 1.412 = 0.136 V.

The half-width is

1.35/0.923 − 2 × 1.412 × 0.20 = 0.898 V.

The capacitor switches at +1.034 V and −0.762 V, although its electrodes are identical. At V = 0, the part of the ferroelectric's drop caused by the fixed charge is −aV_c = −0.125 V. The interface layers supply +0.125 V, and the sum is zero, as the equal work functions require.

The centre does not depend on abrupt switching. Suppose the drop across the ferroelectric is any odd function F of D_f. Then

V = F(D_f) + (c₁ + c₂)D_f + V_c.

Reversing D_f reverses V − V_c. With hysteresis the same holds if reversing the whole history of D_f reverses F, and if the sweep is wide enough to saturate both branches. A Landau law, E = αD + βD³, with the same P_r and E_c also gives a centre of 0.1357 V when the two turning voltages are located numerically.

**The general statement**

Let the fixed charge have any density ρ(x). For identical electrodes and uniform P, which reverses when the mean field in the ferroelectric reaches ±E_c, the loop centre is

V_c = ∫₀ᴸ ρ(x) w(x) dx,  (2)

where the weight w is

- −x/ε₁ in layer 1;
- −c₁ + (c₁ + c₂)(x − t₁)/t_f in the ferroelectric;
- (L − x)/ε₂ in layer 2.

The mean field is the relevant one for a uniform P because a change dP receives the work dP ∫E dx, taken over the ferroelectric.

**Proof**

Let q(x) be the charge per area between 0 and x. Gauss's law gives D(x) = D₀ + q(x), where D₀ is the displacement at the driven electrode. Write S = c₁ + c₂ + c_f. The field is D/ε in the interface layers and (D − P)/ε_f in the ferroelectric, so

V = S D₀ + ∫_all (q/ε) dx − c_f P.

The drop across the ferroelectric alone, with Ē_f its mean field, is

t_f Ē_f = c_f(D₀ − P) + ∫_f (q/ε_f) dx.

Solve the first equation for D₀, insert it in the second, and use a = c_f/S:

t_f Ē_f = aV + a c_f P − a∫_all (q/ε) dx − c_f P + ∫_f (q/ε_f) dx
= aV − (1 − a)c_f P − aV_c,  (3)

where

V_c = ∫_all (q/ε) dx − (1/a)∫_f (q/ε_f) dx.

Separate the ferroelectric part of the first integral. Its total coefficient is 1 − 1/a = −(c₁ + c₂)/c_f, and c_f ε_f = t_f. Hence

V_c = ∫₁ (q/ε₁) dx + ∫₂ (q/ε₂) dx − [(c₁ + c₂)/t_f]∫_f q dx.

The slopes of w in the three layers are −1/ε₁, (c₁ + c₂)/t_f and −1/ε₂, so the right side is −∫q w′ dx. Integrate by parts:

V_c = −[q w]₀ᴸ + ∫₀ᴸ ρ w dx.

The boundary term vanishes because w is zero at both electrodes. This proves (2).

To recover the switching voltages, set P = ∓P_r and Ē_f = ±E_c in (3) and divide by a. Since (1 − a)c_f/a = c₁ + c₂, the half-width is the same as before.

The weight has a direct meaning. Remove the fixed charge and short the electrodes. Equation (3) and Gauss's law then give D = aP, and the potential slopes are −aP/ε₁, (1 − a)P/ε_f and −aP/ε₂. They are aP times the slopes of w. Thus aPw is the depolarization potential. Each element of charge shifts the loop in proportion to this potential at its position, and contributions of opposite sign can cancel. The permittivity ε_f has dropped out of w.

A case with charge in all three layers tests (2) away from sheet charges. Take thicknesses of 1, 8 and 2 nm, relative permittivities of 20, 30 and 50, and ρ = 5×10⁶ C/m³ × exp(−x/3 nm). The integral gives −0.03637 V. Solving Poisson's equation on a grid and searching for the two switching voltages gives the same value to the digits shown. The value is negative mainly because the positive charge is concentrated on the driven side, where w is negative: the same charge spread uniformly gives only −0.004 V, and the mirrored profile gives +0.025 V.

**When asymmetry matters, and when it does not**

In a symmetric stack, w is odd about the midplane. Charge distributed symmetrically about that plane gives no shift.

In an unequal stack, symmetric charge can shift the loop. Put 3.204 µC/cm² at each ferroelectric boundary of the example and double the thickness of layer 2. Then V_c = Q₁(2c₁ − c₁) = 45.2 mV. Halving the charge on the grounded side would cancel this shift, since V_c = (Q₁/2)(2c₁) − Q₁c₁ = 0. Unequal sheet charges are therefore compatible with a centred loop.

Without interface layers, and with ideal metal electrodes that screen at their surface, c₁ = c₂ = 0 and w vanishes everywhere. Consider a 10 nm ferroelectric of relative permittivity 30, with a sheet q_s = 0.961 µC/cm² at x₀ = 8 nm. With P = 0 and the electrodes shorted, the potential rises linearly from zero to a peak at the sheet and falls to zero again:

φ_peak = q_s x₀(d − x₀)/(ε_f d) = 57.9 mV,

where d is the film thickness. Yet for uniform P the loop centre is zero. An internal potential hump is not by itself a loop shift.

This last zero depends on P being uniform. Let each depth instead follow the Landau law E = αD + βD³, and let angle brackets denote an average over depth. Put y = D₀ + ⟨q⟩ and δ = q − ⟨q⟩, so that ⟨δ⟩ = 0. Expanding the cube gives

V = d[(α + 3β⟨δ²⟩)y + βy³ + β⟨δ³⟩].

All but the last term are odd in y, so the centre is βd⟨δ³⟩, provided the coefficient of y remains negative and a loop exists. For the sheet at 8 nm,

⟨δ³⟩ = 0.8(−0.2q_s)³ + 0.2(0.8q_s)³ = 0.096q_s³.

The law has zeros at D = ±P_r, so α = −βP_r². Its turning points lie at D = ±P_r/√3, where |E| = 2βP_r³/(3√3). Setting this equal to E_c gives β = 3√3E_c/(2P_r³). The resulting shift is 0.04 mV. Ten times the charge gives 41.5 mV, a thousandfold increase. With ideal electrodes, the zero for a film without interface layers is thus a good approximation at small charge in this Landau model, not a general law. If reversal instead begins wherever the local field first reaches E_c, the shift is linear in the charge. The sheet steps the field by q_s/ε_f = 0.362 MV/cm, so the two regions lie 0.072 MV/cm below and 0.290 MV/cm above the mean, and the onset voltages are centred at −(0.290 − 0.072)/2 MV/cm × 10 nm = −0.109 V.

**What the bias does to the stored states**

At V = 0, equation (3) gives

E_f = −(1 − a)P/ε_f − aV_c/t_f.

In the example the first term has magnitude 0.579 MV/cm and opposes whichever state is stored. The second is −0.139 MV/cm in both states. The + state therefore sees −0.718 MV/cm and the − state +0.440 MV/cm. Their distances from the switching field are 0.782 and 1.060 MV/cm: positive V_c weakens the + state and strengthens the − state.

The energies show the same preference. At short circuit, split the field into E_q, due to the fixed charge, and E_P, due to P. In the electrostatic energy ∫εE²/2 dx, only the cross term changes sign with P. Since εE_P equals aP everywhere, less P inside the ferroelectric,

∫εE_qE_P dx = aP∫_all E_q dx − P∫_f E_q dx = 0 + aPV_c.

The zero is the short-circuit condition, and the last term uses ∫_f E_q dx = −aV_c. The intrinsic energy of the ferroelectric is taken to be the same for ±P_r. Hence

W(+) − W(−) = 2aP_rV_c = 0.050 J/m².

For a column of 1 nm² cross-section this is 10.1 kT at 85 °C. It is an energy difference, not a barrier, and gives no retention time by itself. The static model loses the + state at zero voltage when V_c reaches the half-width. With the other parameters held fixed, that takes a donor density difference of 2.0×10¹⁴ cm⁻². This is a charge of about three times P_r and an interface field above 20 MV/cm, far outside the range where the charge could stay fixed.

Trapped charge can also make the bias depend on the stored state. During a long stay in the + state, suppose a fraction η of the polarization's bound charge is compensated: +ηP_r at boundary 1 and −ηP_r at boundary 2. If this charge then stays frozen during a sweep, it contributes

V_c = −ηP_r(c₁ + c₂).

For η = 0.10 this is −56.5 mV. The negative sign favours the + state, the one that was stored. Added to the donors' contribution, it lowers the centre from 136 to 79 mV.

**The example beside a real capacitor**

The model resembles a 10 nm hafnia-zirconia film between titanium nitride electrodes. Its polarization and its apparent coercive field, 0.898 V over 10 nm or 0.90 MV/cm, are in the rough range of such devices. This half-width assumes that the whole film reverses at once. In a real film, regions can reverse one after another. If the average field governs them and half have switched when it reaches E_c, equation (1) with zero net polarization gives a half-width of t_f E_c/a = 1.46 V instead. The centre is still V_c. The interface layers and donor densities are assumed. The larger donor sheet is high: its charge is about two thirds of P_r.

The result is sensitive to electrode screening. In a linear Thomas–Fermi metal of permittivity ε_m, the field decays over a length λ, so the electrode adds a drop λD/ε_m and each c grows by λ/ε_m. An effective screening length λε₀/ε_m of only 0.01 nm per electrode moves the centre from 0.136 to 0.244 V and reduces the half-width to 0.536 V. With the other parameters held fixed, the half-width reaches zero at about 0.025 nm, and beyond that the abrupt-switching model has no loop. The threshold depends on the switching rule: the Landau law with the same P_r and E_c keeps a loop until c₁ + c₂ reaches βP_r²t_f, at about 0.065 nm. Thus c₁ and c₂ must represent the whole interface, metal included. For charge inside the interface layers, the weight in (2) changes as well: it becomes −(x/ε₁ + λ/ε_m) in layer 1 and (L − x)/ε₂ + λ/ε_m in layer 2, with x = 0 and x = L still at the metal surfaces.

The assumption most open to doubt is fixed charge. The largest interface field is 8.7 MV/cm at zero voltage and 10.3 MV/cm at a drive of 2 V, well above what thick high-permittivity oxides can usually sustain. For a rough rectangular barrier of 2.0 eV and a tunnelling mass of 0.2 electron masses, the tunnelling factor exp(−2κt) of the 0.5 nm layer is 0.039, where κ is the decay constant of the wave function and t the layer thickness. Charge can therefore pass between the metal and the boundary. The field also lowers donor levels by up to 0.44 eV at zero voltage and 0.51 eV at the drive. Both values belong to the grounded side and assume ideal electrodes; with the 0.01 nm screening length above they rise to 0.75 and 0.88 eV. If charge exchange with the electrode reaches equilibrium, nearly all the donors there stay charged only if their levels, before this lowering, lie above the electrode Fermi level by more than these amounts, with several kT to spare. If only the grounded-side donors were neutralized, the centre would move from 0.136 to −0.045 V. If the donors on both sides were neutralized, the shift would vanish.

The donors on the grounded side are also about 1.6 nm apart, farther than the interface layer is thick. The sheet model describes a lateral average, not the local field at each switching site.

For electrodes with different work functions, replacing V by V − (W_d − W_g)/e in the derivation gives the centre

V_centre = (W_d − W_g)/e + ∫₀ᴸ ρw dx.

Matching the work functions removes the first term only. In the example, a difference W_d − W_g = −0.136 eV would centre the loop, but only while the charge and the interface capacitances keep their assumed values.

Values computed for the example and the checks

```
interface layer thickness, each: 0.5 nm
ferroelectric thickness: 9.0 nm
relative permittivity, interface layers: 40
relative permittivity, ferroelectric: 30
polarization Pr: 20.0 uC/cm2
switching field Ec in ferroelectric: 1.50 MV/cm
donor density, driven side: 1.00e+13 cm^-2
donor density, grounded side: 4.00e+13 cm^-2
sheet charge Q1: 3.204 uC/cm2
sheet charge Q2: 12.817 uC/cm2
c1 = c2: 1.4118 V m2/C
voltage share a: 0.9231
loop centre, formula: 0.1357 V
loop centre, Poisson search: 0.1357 V
loop centre, Landau scan: 0.1357 V
loop half-width: 0.8978 V
upward switching voltage: 1.0335 V
downward switching voltage: -0.7621 V
depolarization field magnitude: 0.579 MV/cm
charge bias field: -0.139 MV/cm
zero-voltage field, + state: -0.718 MV/cm
zero-voltage field, - state: 0.440 MV/cm
static margin, + state: 0.782 MV/cm
static margin, - state: 1.060 MV/cm
energy W(+)-W(-): 0.0501 J/m2
same per 1 nm2 at 85 C: 10.1 kT
density difference that loses + state: 1.98e+14 cm^-2
smooth-profile centre, formula: -0.03637 V
smooth-profile centre, Poisson: -0.03637 V
equal charge, equal layers: centre: 0.000 mV
equal charge, layer 2 doubled: centre: 45.24 mV
bare film: inner sheet charge: 0.961 uC/cm2
bare film: internal potential hump: 57.9 mV
bare film: rigid-P centre: 0.000 mV
bare film: Landau centre: 0.0415 mV
bare film: Landau centre, 10x charge: 41.54 mV
bare film: local field step: 0.362 MV/cm
trapped compensation fraction: 0.10
shift from trapped compensation: -56.5 mV
effective electrode screening, each: 0.010 nm
loop centre with that screening: 0.244 V
loop half-width with that screening: 0.536 V
largest interface field at 0 V: 8.73 MV/cm
largest donor lowering at 0 V: 0.436 eV
drive voltage magnitude: 2.0 V
largest interface field at drive: 10.27 MV/cm
largest donor lowering at drive: 0.513 eV
ferroelectric field at drive: 1.61 MV/cm
rough tunnel barrier: 2.0 eV
rough tunnel mass / electron mass: 0.2
WKB transmission of interface layer: 0.039
mean donor spacing, grounded side: 1.58 nm
```
